# Avrami exponent of a hafnia capacitor from its switching-current peak: a program that tests the result

```python
"""
Result under test: for switching that follows f(t) = 1 - exp(-(t/t0)**n), n > 1,
    R = I_peak * t_peak / Q = (n - 1) * exp(-(n - 1)/n),
and R can be inverted uniquely for n.
f: switched fraction, t0: switching time, n: Avrami exponent,
I = Q df/dt: switching current, Q: total switched charge.
Working units: time us, charge nC, current mA, voltage V, resistance kohm,
capacitance nF (these are mutually consistent).
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar


def switched_fraction(t, n, t0):
    return 1 - np.exp(-(t / t0) ** n)


def unit_current(t, n, t0):
    """df/dt straight from the switching law, by complex-step differentiation."""
    h = 1e-30
    return np.imag(switched_fraction(t + 1j * h, n, t0)) / h


def measured_peak(n, t0):
    """Peak search and charge integration; returns ratio R and charge share at peak."""
    best = minimize_scalar(lambda t: -unit_current(t, n, t0),
                           bounds=(1e-6 * t0, 3 * t0), method="bounded",
                           options={"xatol": 1e-10})
    t_peak, i_peak = best.x, -best.fun
    before = quad(unit_current, 0, t_peak, args=(n, t0), limit=200)[0]
    after = quad(unit_current, t_peak, t0 * 60 ** (1 / n), args=(n, t0), limit=200)[0]
    return i_peak * t_peak / (before + after), before / (before + after)


def ratio_formula(n):
    return (n - 1) * np.exp(-(n - 1) / n)


def invert_ratio(ratio):
    """Newton iteration on ln((n-1)/R) - (n-1)/n from n = 1 + R; returns all iterates."""
    path = [1 + ratio]
    for _ in range(60):
        n = path[-1]
        value = np.log((n - 1) / ratio) - (n - 1) / n
        step = -value / (1 / (n - 1) - 1 / n**2)
        path.append(n + step)
        if abs(step) < 1e-12 * n:
            break
    return path


def n_from_ratio(ratio):
    return invert_ratio(ratio)[-1]


# Peak rule, charge at the peak and inversion, against the numerical peak search
worst_rule = worst_inverse = 0.0
for n_test in (1.1, 1.5, 2.0, 3.0, 4.0):
    for t0_test in (0.3, 2.0):
        r_num, share_num = measured_peak(n_test, t0_test)
        worst_rule = max(worst_rule, abs(r_num / ratio_formula(n_test) - 1))
        assert abs(share_num - (1 - np.exp(-(n_test - 1) / n_test))) < 1e-5
        assert abs(1 / (1 + np.log(1 - share_num)) - n_test) < 1e-3
        path = invert_ratio(r_num)
        worst_inverse = max(worst_inverse, abs(path[-1] - n_test))
        assert np.all(np.diff(path) > -1e-11)
        assert 1 + r_num < path[-1] < 1 + np.e * r_num
assert worst_rule < 1e-5 and worst_inverse < 1e-4

# No interior peak for n <= 1
times = np.linspace(0.01, 3, 500)
for n_low in (0.8, 1.0):
    assert np.all(np.diff(unit_current(times, n_low, 1.0)) < 0)

# ln R rises with n and is concave
n_grid = np.linspace(1.01, 12, 2000)
log_ratio = np.log(ratio_formula(n_grid))
assert np.all(np.diff(log_ratio) > 0) and np.all(np.diff(log_ratio, 2) < 0)

# Worked example: chosen inputs
thickness_nm, side_um, volts, two_pr = 10.0, 20.0, 2.0, 40.0
i_read, t_read = 0.20, 0.40
area_cm2 = (side_um * 1e-4) ** 2
charge = two_pr * area_cm2 * 1e3                     # uC -> nC
ratio = i_read * t_read / charge
newton = invert_ratio(ratio)
n_ex = newton[-1]
t0_ex = t_read * (n_ex / (n_ex - 1)) ** (1 / n_ex)
share_ex = 1 - np.exp(-(n_ex - 1) / n_ex)

# The same n from a root search on the numerically measured peak ratio
n_search = brentq(lambda m: measured_peak(m, 1.0)[0] - ratio, 1.2, 4.0, xtol=1e-9)
assert abs(n_search - n_ex) < 1e-4
# The reconstructed trace has its peak at the chosen readings
trace_t = np.linspace(0.001, 2, 200001)
trace_i = charge * unit_current(trace_t, n_ex, t0_ex)
assert abs(trace_t[np.argmax(trace_i)] - t_read) < 1e-4
assert abs(trace_i.max() - i_read) < 1e-6

# Error transfer from R to n
gain = n_ex * (n_ex - 1) / (n_ex**2 - n_ex + 1)
gain_num = (n_from_ratio(ratio * 1.001) - n_from_ratio(ratio * 0.999)) / (0.002 * n_ex)
assert abs(gain_num - gain) < 1e-4


def spread_peak(n, sigma):
    """Ratio R and charge share at the peak for normally distributed ln t0."""
    z = np.linspace(-8, 8, 401)
    weight = np.exp(-z**2 / 2)
    weight /= weight.sum()
    t0_set = np.exp(sigma * z)

    def mean_current(log_t):
        return np.sum(weight * unit_current(np.exp(log_t), n, t0_set))

    grid = np.linspace(-8, 2, 301)
    centre = grid[np.argmax([mean_current(u) for u in grid])]
    best = minimize_scalar(lambda u: -mean_current(u), method="bounded",
                           bounds=(centre - 0.07, centre + 0.07),
                           options={"xatol": 1e-9})
    t_peak = np.exp(best.x)
    return -best.fun * t_peak, np.sum(weight * switched_fraction(t_peak, n, t0_set))


# Narrow spread lowers R by the relative amount (n^2+1) sigma^2 / 2
small = 0.02
for n_test in (1.4, n_ex, 3.0):
    drop = 1 - spread_peak(n_test, small)[0] / ratio_formula(n_test)
    assert abs(drop / ((n_test**2 + 1) * small**2 / 2) - 1) < 0.02

spread_rows = []
for decades in (0.1, 0.2, 0.5):
    r_s, share_s = spread_peak(n_ex, decades * np.log(10))
    spread_rows.append((decades, r_s, n_from_ratio(r_s), 1 / (1 + np.log(1 - share_s))))
apparent = [n_ex] + [row[2] for row in spread_rows]
assert np.all(np.diff(apparent) < 0)
sigma_02 = 0.2 * np.log(10)
n_hidden = brentq(lambda m: spread_peak(m, sigma_02)[0] - ratio, n_ex, 8.0, xtol=1e-6)

# Series resistance with a switching time proportional to exp(Ea/E)
permittivity, activation_field = 30.0, 10.0          # rough; field in MV/cm
cap = permittivity * epsilon_0 * (side_um * 1e-6) ** 2 / (thickness_nm * 1e-9) * 1e9
activation_volts = activation_field * thickness_nm * 0.1


def circuit_n(resistance):
    """Apparent n from the total current of source, resistor and capacitor."""
    def rates(t, state):
        v_film, s = state[0], max(state[1], 0.0)
        v_safe = max(v_film, 1e-2)
        ds = np.exp(-activation_volts * (1 / v_safe - 1 / volts)) / t0_ex
        i_switch = charge * n_ex * s ** (n_ex - 1) * np.exp(-s**n_ex) * ds
        return [((volts - v_film) / resistance - i_switch) / cap, ds]

    t_out = np.linspace(0.05, 2.0, 4001)
    run = solve_ivp(rates, (0, 2.0), [0.0, 0.0], method="LSODA", t_eval=t_out,
                    rtol=1e-10, atol=1e-12)
    assert run.success
    total = (volts - run.y[0]) / resistance
    near = np.abs(t_out - t_out[np.argmax(total)]) < 0.06
    mid = t_out[near].mean()
    fit = np.poly1d(np.polyfit(t_out[near] - mid, total[near], 6))
    best = minimize_scalar(lambda x: -fit(x), bounds=(-0.05, 0.05), method="bounded",
                           options={"xatol": 1e-9})
    return n_from_ratio(-best.fun * (mid + best.x) / charge)


n_50ohm, n_5ohm = circuit_n(0.050), circuit_n(0.005)
assert abs(n_5ohm - n_ex) < 0.2 * abs(n_50ohm - n_ex) + 1e-3

# Other neglected effects
offset = 0.020
n_late = n_from_ratio(i_read * (t_read + offset) / charge)
n_early = n_from_ratio(i_read * (t_read - offset) / charge)
dielectric_charge = cap * volts
n_unsubtracted = n_from_ratio(i_read * t_read / (charge + dielectric_charge))
pulse = 2.0
missing = np.exp(-(pulse / t0_ex) ** n_ex)
missing_num = 1 - quad(unit_current, 0, pulse, args=(n_ex, t0_ex), epsabs=1e-12)[0]
assert abs(missing - missing_num) < 1e-7
leak_density, breakdown_field = 1e-3, 4.0            # rough; A/cm2 and MV/cm
leak_share = leak_density * area_cm2 * 1e3 * pulse / charge
field = volts / thickness_nm * 10

print(f"largest relative error of peak rule: {worst_rule:.1e}")
print(f"largest error of recovered n: {worst_inverse:.1e}")
for n_show in (1.5, 2.0, 3.0, 4.0):
    print(f"R at n = {n_show:.1f}: {ratio_formula(n_show):.4f}")
print(f"film thickness: {thickness_nm:.0f} nm")
print(f"electrode side: {side_um:.0f} um")
print(f"applied voltage: {volts:.1f} V")
print(f"field: {field:.1f} MV/cm")
print(f"2Pr: {two_pr:.0f} uC/cm2")
print(f"switched charge Q: {charge:.3f} nC")
print(f"peak current: {i_read:.2f} mA")
print(f"peak time: {t_read:.2f} us")
print(f"ratio R: {ratio:.4f}")
print(f"bracket for n: {1 + ratio:.4f} to {1 + np.e * ratio:.4f}")
for k, value in enumerate(newton[:5]):
    print(f"Newton iterate {k}: {value:.8f}")
print(f"Avrami exponent n: {n_ex:.4f}")
print(f"n from numerical peak search: {n_search:.4f}")
print(f"switching time t0: {t0_ex:.4f} us")
print(f"fraction switched at peak: {share_ex:.4f}")
print(f"charge switched at peak: {share_ex * charge:.4f} nC")
print(f"error transfer (dn/n)/(dR/R): {gain:.4f}")
for decades, r_s, n_r, n_q in spread_rows:
    print(f"t0 spread {decades:.1f} decade: R {r_s:.4f}, "
          f"n from R {n_r:.3f}, n from charge {n_q:.3f}")
print(f"true n behind same R, spread 0.2 decade: {n_hidden:.3f}")
print(f"activation field (rough): {activation_field:.0f} MV/cm")
print(f"relative permittivity (rough): {permittivity:.0f}")
print(f"film capacitance: {cap * 1e3:.2f} pF")
print(f"RC time at 50 ohm: {0.050 * cap * 1e3:.3f} ns")
print(f"voltage drop at peak, 50 ohm: {i_read * 50:.1f} mV")
print(f"apparent n with 50 ohm: {n_50ohm:.3f}")
print(f"apparent n with 5 ohm: {n_5ohm:.3f}")
print(f"time-zero error: {offset * 1e3:.0f} ns")
print(f"n if peak time read late / early: {n_late:.3f} / {n_early:.3f}")
print(f"dielectric charge: {dielectric_charge:.4f} nC")
print(f"n if dielectric charge is left in Q: {n_unsubtracted:.3f}")
print(f"pulse length: {pulse:.1f} us")
print(f"charge share missed by pulse: {missing:.1e}")
print(f"leakage density (rough): {leak_density:.0e} A/cm2")
print(f"leakage share of charge: {leak_share:.1e}")
print(f"breakdown field (rough): {breakdown_field:.0f} MV/cm")
print(f"field / breakdown field: {field / breakdown_field:.2f}")
print("all tests passed")
```

Output:

```
largest relative error of peak rule: 5.9e-08
largest error of recovered n: 1.0e-08
R at n = 1.5: 0.3583
R at n = 2.0: 0.6065
R at n = 3.0: 1.0268
R at n = 4.0: 1.4171
film thickness: 10 nm
electrode side: 20 um
applied voltage: 2.0 V
field: 2.0 MV/cm
2Pr: 40 uC/cm2
switched charge Q: 0.160 nC
peak current: 0.20 mA
peak time: 0.40 us
ratio R: 0.5000
bracket for n: 1.5000 to 2.3591
Newton iterate 0: 1.50000000
Newton iterate 1: 1.71428571
Newton iterate 2: 1.77089651
Newton iterate 3: 1.77331721
Newton iterate 4: 1.77332118
Avrami exponent n: 1.7733
n from numerical peak search: 1.7733
switching time t0: 0.6387 us
fraction switched at peak: 0.3534
charge switched at peak: 0.0566 nC
error transfer (dn/n)/(dR/R): 0.5783
t0 spread 0.1 decade: R 0.4501, n from R 1.673, n from charge 1.628
t0 spread 0.2 decade: R 0.3441, n from R 1.475, n from charge 1.403
t0 spread 0.5 decade: R 0.1064, n from R 1.118, n from charge 1.098
true n behind same R, spread 0.2 decade: 2.615
activation field (rough): 10 MV/cm
relative permittivity (rough): 30
film capacitance: 10.63 pF
RC time at 50 ohm: 0.531 ns
voltage drop at peak, 50 ohm: 10.0 mV
apparent n with 50 ohm: 1.770
apparent n with 5 ohm: 1.773
time-zero error: 20 ns
n if peak time read late / early: 1.825 / 1.723
dielectric charge: 0.0213 nC
n if dielectric charge is left in Q: 1.656
pulse length: 2.0 us
charge share missed by pulse: 5.2e-04
leakage density (rough): 1e-03 A/cm2
leakage share of charge: 5.0e-05
breakdown field (rough): 4 MV/cm
field / breakdown field: 0.50
all tests passed
```
